# Does lowering the dose cancel uniform flare in lithography?

**Question.** I am simulating dark lines in a bright surrounding, printed in a positive resist with 248 nm light. The lines should be 180 nm wide. When I add 5 % uniform flare they come out near 173 nm, which makes sense: stray light falls on the edges and the resist clears further in. If I then lower the dose by about 5 %, the width returns to 180 nm.

Flare is just a constant background, and I seem to have removed its effect with one knob. Is the corrected exposure now equivalent to one without flare? If not, what is still different, and how could I see it when the linewidth is right?

**Answer.** The two exposures agree at the line edge, but not on either side of it. Dose multiplies the whole image, whereas flare adds a background to it, and a multiplication cannot undo an addition at more than one intensity level. What remains is a shallower relative slope at the edge, and you can see it by changing the dose slightly and measuring how far the linewidth moves.

**What uniform flare does to the image**

Let \(I(x)\) be the flare-free image, with intensity 1 in a large clear area. The line is centred at \(x=0\), and its right-hand edge should lie at \(x_e=90\) nm, where \(I\) increases with \(x\). The left-hand edge follows by symmetry.

Suppose that a fraction \(F\) of the light is scattered over a wide range, and that the scattered light adds to the image as intensity, without lasting interference. With a scattering kernel \(G\) of unit area,

\[
I_F(x)=(1-F)\,I(x)+F\int G(x-v)\,I(v)\,dv .
\]

The factor \(1-F\) is there because scattered light is taken from the image, not created.

For an endless grating of pitch \(p\), \(I\) is a constant plus harmonics \(\cos(2\pi kx/p)\). A Gaussian kernel of standard deviation \(s\) leaves the constant alone and multiplies harmonic \(k\) by \(\exp(-2\pi^2k^2s^2/p^2)\). With \(s=5\) µm and \(p=540\) nm the exponent for \(k=1\) is about \(-1700\), so nothing of the pattern survives in the scattered light. The integral becomes the mean brightness \(\rho\) of the surroundings:

\[
I_F(x)=(1-F)\,I(x)+F\rho .
\]

**The dose that restores the edge**

I use a threshold model of the resist: it clears where dose times image exceeds \(E_{\rm th}\), and the line is what remains. Write \(I_e=I(x_e)\). Without flare, the dose \(D_0\) that puts the edge at \(x_e\) obeys

\[
D_0 I_e=E_{\rm th}.
\]

Flare changes the intensity at that point by

\[
I_F(x_e)-I_e=(1-F)I_e+F\rho-I_e=F(\rho-I_e).
\]

If the surroundings are brighter than the edge, \(\rho>I_e\), the edge receives too much light and the line narrows. This is your case. To bring the edge back we need a dose \(D_1\) with \(D_1I_F(x_e)=E_{\rm th}\). Dividing this by the flare-free condition gives

\[
\frac{D_1}{D_0}=\frac{I_e}{I_F(x_e)}=\frac{I_e}{(1-F)I_e+F\rho}.
\]

So one dose does restore the edge. It is lower than \(D_0\) only if \(\rho>I_e\), a condition I return to below.

**The slope that dose cannot restore**

The quantity that governs how firmly an edge is placed is the image log-slope,

\[
S(x)=\frac{d}{dx}\ln\big[D\,I(x)\big]=\frac{d}{dx}\big[\ln D+\ln I(x)\big]=\frac{I'(x)}{I(x)} .
\]

The dose has dropped out, because \(\ln D\) does not depend on \(x\). At a given position, no choice of dose changes the log-slope.

Flare does change it. The background \(F\rho\) is constant and contributes nothing to the derivative, so \(I_F'=(1-F)I'\), but it does contribute to the denominator:

\[
S_F(x_e)=\frac{(1-F)I'(x_e)}{(1-F)I_e+F\rho}.
\]

Multiply and divide by \(I_e\) to bring out the flare-free value \(S_0=I'(x_e)/I_e\):

\[
S_F(x_e)=r\,S_0(x_e),\qquad
r=\frac{(1-F)I_e}{(1-F)I_e+F\rho}.
\]

For \(0<F<1\) and \(\rho>0\) the denominator exceeds the numerator, so \(r<1\). Comparison with the dose ratio gives

\[
r=(1-F)\,\frac{D_1}{D_0}.
\]

If the flare fraction is known, the dose ratio therefore tells you how much slope was lost. Changing the dose does not recover it.

**The rest of the exposure profile**

Let \(E_0(x)=D_0I(x)\) be the flare-free exposure and \(E_1(x)=D_1I_F(x)\) the corrected one. Both equal \(E_{\rm th}\) at \(x_e\). Subtract that common value from each:

\[
E_1(x)-E_{\rm th}=D_1\big[I_F(x)-I_F(x_e)\big]=D_1(1-F)\big[I(x)-I_e\big],
\]
\[
E_0(x)-E_{\rm th}=D_0\big[I(x)-I_e\big].
\]

The background cancels in the first line because it is the same at both points. Eliminating \(I(x)-I_e\) gives

\[
E_1(x)-E_{\rm th}=r\,\big[E_0(x)-E_{\rm th}\big].
\]

The corrected exposure is the flare-free one, drawn towards threshold by the factor \(r\). The dark line receives more light than it should, and the bright space less.

**Numbers for your lines**

I take round values in the regime of 248 nm lithography: numerical aperture 0.68, a disc-shaped source of partial coherence 0.6 (its radius in units of the pupil radius), 180 nm lines at 540 nm pitch, best focus, and \(E_{\rm th}=8.0\) mJ/cm². The mask is treated as a thin screen and the light as a scalar wave. The image is an average over source points \(\mathbf s\),

\[
I(x)=\Big\langle\Big|\sum_n a_n\,P(\mathbf s+nq\,\hat{\mathbf x})\,e^{2\pi i n x/p}\Big|^2\Big\rangle_{\mathbf s},
\]

where \(a_n\) are the Fourier amplitudes of the mask, \(P\) is 1 inside the unit pupil and 0 outside, and \(q=\lambda/(p\,{\rm NA})=0.675\) is the spacing of the diffraction orders in the pupil.

The result is \(I_e=0.2720\) and \(\rho=0.5670\). The mean is below the open fraction of the mask, \(360/540=0.667\), because the lens does not collect all the diffracted light. As a test of the image, \(\rho\) was also found from the overlap areas of source and pupil discs, with the same result to four digits.

Without flare the dose is

\[
D_0=\frac{8.0}{0.2720}=29.41\ \text{mJ/cm}^2 .
\]

With \(F=0.05\) the edge intensity becomes

\[
I_F(x_e)=0.95\times0.2720+0.05\times0.5670=0.2584+0.0284=0.2867,
\]

to the rounding of the terms. At the old dose the line prints at 173.4 nm. The restoring dose is \(D_1=27.90\) mJ/cm², a ratio of 0.9486, and the slope factor is

\[
r=0.95\times0.9486=0.901 .
\]

The log-slope at the edge falls from 17.57 to 15.84 µm⁻¹. A 5 % flare has cost 10 % of the slope. The loss comes entirely from the added background. Removing 5 % of the light lowers \(I'\) and \(I\) by the same factor and leaves the log-slope unchanged, whereas the term \(F\rho\) adds to the intensity without adding to its derivative. That term makes up \(0.0284/0.2867=9.9\) % of the intensity at the edge, which is the fraction of the slope lost.

These formulas were tested against a direct calculation, in which the image was convolved with the 5 µm Gaussian, the dose was adjusted until the printed width was 180 nm, and the slope was taken by finite differences. The slope ratio came out as 0.9011, equal to the formula's value at the digits printed.

The exposure at two other points shows the same loss:

- At the line centre it rises from 1.59 to 2.22 mJ/cm².
- At the centre of the space it falls from 34.03 to 31.46 mJ/cm².

The first follows from the profile relation: \(8.0+0.901\,(1.59-8.0)=2.22\).

**How to see it when the linewidth is right**

The edge satisfies \(\ln D+\ln I_F(x)=\ln E_{\rm th}\). Vary the dose a little and let the edge follow:

\[
d\ln D+S_F\,dx=0\quad\Rightarrow\quad dx=-\frac{d\ln D}{S_F}.
\]

More dose moves the edge inwards, and a smaller slope makes it move further. The linewidth \(W=2x\) has two edges, so \(|dW|=2\,|d\ln D|/S_F\). If \(W\) may vary by ±10 %, its full range is \(0.2W\), and the permitted range of \(\ln D\) is

\[
\Delta\ln D\approx\tfrac12\,S_F\,(0.2W)=0.1\,W S_F .
\]

This is a first-order estimate, since the slope is taken as constant over the range. It gives \(0.1\times180\times0.01757=0.316\) without flare and \(0.1\times180\times0.01584=0.285\) after the correction. Solving for the doses that print 198 nm and 162 nm gives 0.3164 and 0.2849. The dose window has shrunk by 10 %, although the linewidth at its nominal dose is right in both cases.

The same reasoning explains your 173 nm. At \(D_0\) the flared exposure is too high by \(\ln(29.41/27.90)=0.053\), which moves each edge by about \(0.053/0.01584=3.3\) nm, or 6.6 nm for the line.

There is a second symptom. One dose setting corrects one flare level. If the flare elsewhere in the field is 6 % and the dose stays at \(D_1\), the line prints at 178.7 nm.

**When the dose must go up instead**

The sign of the dose correction depends on \(\rho-I_e\), but the slope falls whichever sign that is, as long as \(\rho>0\). Three cases make this clear.

1. If \(\rho=I_e\), flare leaves the edge where it was and \(D_1=D_0\). The linewidth gives no sign of flare, yet \(r=1-F\).
2. If \(\rho<I_e\), the edge loses more light than it gains. The line widens and the dose must be raised.
3. If \(\rho\to0\), the scattered light lands far away and nothing comes back. Then \(r\to1\) and \(D_1/D_0\to1/(1-F)\). This is a pure loss of brightness, the one kind of change that dose can fully undo.

For the second case, take a patch of the same grating that extends 1.62 µm to either side of the line, with darkness beyond, and is much longer than the kernel width in the direction of the lines. Inside the patch I keep the image of the endless grating. The same 5 µm kernel now gives \(\rho=0.144\), nearly constant across one line. At \(D_0\) the line prints at 182.8 nm, and the restoring dose is 30.12 mJ/cm², which is 2.4 % higher than \(D_0\). The slope factor is \(0.95\times1.0241=0.973\). The loss is smaller than in the bright field, but it has not gone. If the lines are also cut off 1.62 µm either side of the point considered, making the patch square, \(\rho\) falls to 0.037 and \(r\) rises to 0.993.

For small flare the general behaviour is easy to read. Divide the numerator and denominator of \(r\) by \((1-F)I_e\):

\[
r=\frac{1}{1+\dfrac{F\rho}{(1-F)I_e}}\approx1-\frac{F\rho}{I_e}\qquad\text{when } \frac{F\rho}{I_e}\ll1 .
\]

What counts is the background relative to the intensity at the edge. An edge printed at a low intensity level is hurt more. Here the estimate gives a loss of \(0.05\times0.5670/0.2720=0.104\), against the full value of 0.099.

All this holds for a fixed mask, illumination, aperture, focus and target edge. If you change the mask linewidth along with the dose, \(I(x)\) itself changes, and the slope must be computed afresh.

**How far to trust the model for a real process**

The wavelength, aperture and feature size are ordinary for this technology, and the threshold dose is of a plausible size. A flare of 5 % is high for a well-kept lens, where something nearer 1 % is a rough expectation. With \(F=0.01\) the same image gives \(r=0.2693/(0.2693+0.0057)=0.979\), a loss of 2 %. The computed dose window is optimistic, because real processes break the assumptions of best focus and a perfectly sharp resist response. Changing one thing at a time, and taking the slope at the same 90 nm edge, I find:

- Resist blur of 25 nm (standard deviation) lowers the flare-free slope to 16.3 µm⁻¹, with \(r=0.906\).
- A defocus of 200 nm lowers it to 12.8 µm⁻¹, with \(r=0.913\).
- Polarisation in a resist of index 1.7, estimated with all rays in the plane of the diffraction orders, lowers it to 17.0 µm⁻¹, with \(r=0.903\).

The slope itself is thus sensitive to these effects, by up to 27 % here, while the factor due to flare moves by about 0.01. None of the three alters the mean brightness, so the slightly larger \(r\) means that the intensity at the edge has risen.

Depth in the resist can matter more for the edge position. If the film absorbs 15 % of the light and the image is otherwise the same at every depth, the flare-free edge at the bottom lies 9.6 nm further out than at the top, which is more than the 3.3 nm shift from flare. The change of focus through the film alters this figure: for a 500 nm film of index 1.7 it becomes about 12 nm with focus at mid-film, and about 7 nm in the opposite direction with focus at the top. The threshold model should therefore be read as describing one depth. Standing waves are smaller: with a substrate reflectance of 0.5 % and the same 25 nm blur acting vertically, they modulate the dose by ±1.4 %, which moves the edge by ±0.8 nm at the unblurred slope and by ±0.85 nm at the blurred slope of 16.3 µm⁻¹.

Photon noise also feels the lost slope. Both exposures deliver 8.0 mJ/cm² at the edge, or about 100 photons per nm², so the relative noise there is the same. The resulting edge displacement is that noise divided by the slope. With 15 % absorbed and the 25 nm blur averaging over an effective area \(4\pi(25\ \text{nm})^2\), it grows from 0.18 to 0.20 nm rms. This figure pools the photons absorbed over the whole film thickness. At a single depth, with the blur also acting vertically, the averaging reaches only about \(2\sqrt{\pi}\,(25\ \text{nm})\approx 89\) nm in depth, and for a 500 nm film the displacement is about 0.4 nm, with the same 10 % rise from flare. These figures count photons only; the resist chemistry adds roughness of its own, which I have not estimated. Nor have I sized the error of the thin-mask assumption. On a mask drawn at four times the printed size, the line is 2.9 wavelengths wide.

So keep the dose correction, since it puts the linewidth right, but judge the process by the log-slope or the dose window as well. To regain the lost slope with the same mask, illumination, aperture, focus, resist and target edge, the flare itself has to be reduced. The remaining values are in the numerical output below.

## Computed values

```
wavelength 248 nm, NA 0.68, sigma 0.6
linewidth 180 nm, pitch 540 nm
flare fraction F = 0.05
flare kernel width = 5.0 um
threshold dose = 8.0 mJ/cm2
edge intensity I_e = 0.2720
mean brightness rho = 0.5670
rho from disc overlap = 0.5670
FFT image, largest difference = 4.2e-06
source mesh, relative slope shift = 6.4e-06
flare background ripple = 0.0e+00
edge intensity with flare = 0.2867
flare-free dose D0 = 29.41 mJ/cm2
linewidth, flare, dose D0 = 173.39 nm
restoring dose D1 = 27.90 mJ/cm2
dose ratio D1/D0 = 0.9486
linewidth, flare, dose D1 = 180.00 nm
log-slope without flare = 17.57 1/um
log-slope with flare at x_e = 15.84 1/um
slope ratio, simulated = 0.9011
slope ratio r, formula = 0.9011
line centre exposure, no flare = 1.59 mJ/cm2
line centre exposure, corrected = 2.22 mJ/cm2
space centre exposure, no flare = 34.03 mJ/cm2
space centre exposure, corrected = 31.46 mJ/cm2
log dose window, no flare = 0.3164
log dose window, corrected = 0.2849
window ratio = 0.9004
dark case: patch half-width = 1.62 um
dark case: rho = 0.1441
dark case: linewidth at D0 = 182.80 nm
dark case: restoring dose = 30.12 mJ/cm2
dark case: dose ratio = 1.0241
dark case: slope ratio = 0.9729
inputs: blur 25 nm, defocus 200 nm
inputs: resist index 1.7, absorbed 0.15
input: substrate reflectance = 0.005
blur: flare-free slope 16.31 1/um, r 0.9056
defocus: flare-free slope 12.82 1/um, r 0.9127
polarisation: flare-free slope 17.00 1/um, r 0.9032
linewidth at D1 if F = 0.06: 178.68 nm
absorption: bottom edge shift = 9.59 nm
standing wave: dose swing = +-1.39 %
standing wave: edge swing = +-0.79 nm
photons at edge = 99.9 per nm2
photon noise, edge rms, no flare = 0.179 nm
photon noise, edge rms, corrected = 0.197 nm
mask linewidth at 4x = 2.90 wavelengths
```
